# Path Length Lost by Cutting Off an Ion at 10 eV: a program that tests the result

```python
"""
Result under test: if an ion loses energy only by S_e(E) = k*sqrt(E), the path
omitted by stopping at energy Ec is 2*sqrt(Ec)/k, a share sqrt(Ec/E0) of the
total path 2*sqrt(E0)/k. For E0 = 100 keV and Ec = 10 eV the share is 0.01.
Symbols: E energy (eV), s path (nm), S stopping power (eV/nm), k in eV^0.5/nm,
v speed (nm/fs), L flight length (nm), N target atoms per nm^3.
Example: sulfur in silicon with rough typical inputs. Nuclear stopping is
computed from classical scattering in the universal screened potential,
to size what the purely electronic model leaves out.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import fsolve

# Inputs
E0, Ec = 1.0e5, 10.0
stopping_at_E0 = 300.0
N = 50.0
gap = 1.1
Z_ion, Z_target = 16, 14
M_ion, M_target = 31.972, 28.085

# Purely electronic result
k = stopping_at_E0 / np.sqrt(E0)
total_path = 2 * np.sqrt(E0) / k
lost_path = 2 * np.sqrt(Ec) / k
cut_path = total_path - lost_path
share = np.sqrt(Ec / E0)


def electronic(E):
    return k * np.sqrt(E)


# Path integral by quadrature of the definition
low_part = quad(lambda E: 1 / electronic(E), 0, Ec)[0]
high_part = quad(lambda E: 1 / electronic(E), Ec, E0, limit=200)[0]
assert abs(low_part / lost_path - 1) < 1e-6
assert abs(high_part / cut_path - 1) < 1e-6
assert abs(low_part / (low_part + high_part) - 0.01) < 1e-7

# Equation of motion in time; mass in eV fs^2/nm^2
mass = M_ion * const.atomic_mass * 1e12 / const.e
v0, vc = np.sqrt(2 * E0 / mass), np.sqrt(2 * Ec / mass)
tau = total_path / v0
cut_time = tau * np.log(v0 / vc)


def motion(t, y):
    speed = max(y[0], 0.0)
    return [-electronic(0.5 * mass * speed**2) / mass, speed]


def reaches_cutoff(t, y):
    return 0.5 * mass * y[0]**2 - Ec


reaches_cutoff.terminal = True
first = solve_ivp(motion, (0, 20 * tau), [v0, 0.0], events=reaches_cutoff,
                  rtol=1e-10, atol=1e-13)
assert len(first.t_events[0]) == 1
assert abs(first.t[-1] / cut_time - 1) < 1e-6
assert abs(first.y[1, -1] / cut_path - 1) < 1e-6
rest = solve_ivp(motion, (0, 25 * tau), [first.y[0, -1], 0.0],
                 rtol=1e-10, atol=1e-13)
assert abs(rest.y[1, -1] / lost_path - 1) < 1e-5


# Explicit flights with stopping frozen during each flight
def count_flights(L):
    E, count = E0, 0
    while E > Ec:
        E -= L * electronic(E)
        count += 1
    return count


flight = N ** (-1 / 3)
frozen_bias = flight / 4 * np.log(E0 / Ec)
flights = count_flights(flight)
for L in (flight, flight / 10):
    expected = cut_path - L / 4 * np.log(E0 / Ec)
    excess = count_flights(L) * L - expected
    # the last flight may overshoot by up to L; 0.1 L covers higher orders
    assert -0.1 * L < excess < 1.1 * L

# Other stopping exponents, same stopping power at E0
power_shares = {}
for p in (0.45, 0.55):
    def inverse_stopping(E, p=p):
        return (E0 / E)**p / stopping_at_E0
    below = quad(inverse_stopping, 0, Ec)[0]
    above = quad(inverse_stopping, Ec, E0, limit=200)[0]
    power_shares[p] = (Ec / E0)**(1 - p)
    assert abs(below / (below + above) / power_shares[p] - 1) < 1e-5

# Classical scattering: lengths in units of the screening length
nodes, weights = np.polynomial.legendre.leggauss(80)
unit_nodes, unit_weights = (nodes + 1) / 2, weights / 2


def universal(x):
    return (0.18175 * np.exp(-3.1998 * x) + 0.50986 * np.exp(-0.94229 * x)
            + 0.28022 * np.exp(-0.4029 * x) + 0.028171 * np.exp(-0.20162 * x))


def unscreened(x):
    return np.ones_like(x)


def scattering_angle(eps, b, screen):
    low, high = b.copy(), b + 1 / eps
    for _ in range(110):
        mid = (low + high) / 2
        outside = 1 - screen(mid) / (mid * eps) - (b / mid)**2 > 0
        high = np.where(outside, mid, high)
        low = np.where(outside, low, mid)
    closest = high[:, None]
    angle = unit_nodes * np.pi / 2
    u = np.sin(angle)[None, :]
    radial = (1 - screen(closest / u) * u / (closest * eps)
              - (b[:, None] * u / closest)**2)
    integrand = np.cos(angle)[None, :] / np.sqrt(radial)
    integral = integrand @ (unit_weights * np.pi / 2)
    return np.pi - 2 * b / high * integral


def mean_transfer_area(eps, b_max, screen):
    """2 * integral of sin^2(theta/2) b db from 0 to b_max."""
    b = b_max * unit_nodes**2
    theta = scattering_angle(eps, b, screen)
    jacobian = 2 * b_max * unit_nodes
    return 2 * np.sum(unit_weights * jacobian * b * np.sin(theta / 2)**2)


test_b = np.array([0.05, 0.3, 1.0, 5.0])
for eps in (0.1, 1.0):
    coulomb = 2 * np.arctan(1 / (2 * eps * test_b))
    assert np.allclose(scattering_angle(eps, test_b, unscreened), coulomb,
                       atol=1e-6)
    analytic = np.log(1 + 4 * eps**2 * 12.0**2) / (4 * eps**2)
    numeric = mean_transfer_area(eps, 12.0, unscreened)
    assert abs(numeric / analytic - 1) < 1e-4

bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
charge_squared = const.e / (4 * np.pi * const.epsilon_0) * 1e9
screening = 0.8854 * bohr_nm / (Z_ion**0.23 + Z_target**0.23)
gamma = 4 * M_ion * M_target / (M_ion + M_target)**2
eps_per_eV = (screening * M_target / (M_ion + M_target)
              / (Z_ion * Z_target * charge_squared))
b_one_atom = 1 / np.sqrt(np.pi * N * flight)


def nuclear(E, b_max):
    area = mean_transfer_area(E * eps_per_eV, b_max, universal)
    return N * np.pi * screening**2 * gamma * E * area


# Combined path on a logarithmic energy grid
E_min = 1e-4
table_E = np.logspace(-4, 5, 82)
fine_low = np.geomspace(E_min, Ec, 3001)
fine_high = np.geomspace(Ec, E0, 3001)


def combined_paths(table_S):
    parts = []
    for grid in (fine_low, fine_high):
        if table_S is None:
            S_n = np.zeros_like(grid)
        else:
            S_n = np.exp(np.interp(np.log(grid), np.log(table_E),
                                   np.log(table_S)))
        f = grid / (electronic(grid) + S_n)
        parts.append(np.sum((f[1:] + f[:-1]) / 2 * np.diff(np.log(grid))))
    # below E_min the electronic path alone is an upper bound
    parts[0] += 2 * np.sqrt(E_min) / k
    return parts[0], parts[0] + parts[1]


plain_lost, plain_total = combined_paths(None)
assert abs(plain_lost / lost_path - 1) < 1e-4
assert abs(plain_total / total_path - 1) < 1e-4
cases = {}
for name, b_max in (("all b", 150.0), ("one atom", b_one_atom / screening)):
    table_S = np.array([nuclear(E, b_max) for E in table_E])
    assert np.all(table_S > 0)
    lost, total = combined_paths(table_S)
    cases[name] = (nuclear(E0, b_max), nuclear(Ec, b_max), lost, total)

# Largest energy gain of an electron struck head-on by the ion
valence_density = 4 * N * 1e27
v_F = const.hbar * (3 * np.pi**2 * valence_density)**(1 / 3) / const.m_e
v_ion = vc * 1e6
gain = 2 * const.m_e * v_ion * (v_ion + v_F) / const.e
ratio = M_ion * const.atomic_mass / const.m_e
w = v_ion / v_F


def conservation(y):
    electron, ion_change = y
    momentum = electron + 1 + ion_change
    energy = electron**2 - 1 + ion_change * (2 * w + ion_change / ratio)
    return [momentum, energy]


# ion_change is mass ratio times the ion's speed change, in units of v_F
solution = fsolve(conservation, [1.1, -2.1], xtol=1e-12)
assert solution[0] > 0
assert np.max(np.abs(conservation(solution))) < 1e-9
collision_gain = 0.5 * const.m_e * v_F**2 * (solution[0]**2 - 1) / const.e
# finite ion mass changes the gain by about v_F/(v_ion*mass ratio), below 1%
assert abs(collision_gain / gain - 1) < 0.01

bohr_speed = const.alpha * const.c * 1e-6
print(f"Initial energy: {E0/1000:.0f} keV")
print(f"Cutoff energy: {Ec:.0f} eV")
print(f"Rough electronic stopping at 100 keV: {stopping_at_E0:.0f} eV/nm")
print(f"Electronic stopping at cutoff: {electronic(Ec):.2f} eV/nm")
print(f"Coefficient k: {k:.4f} eV^0.5/nm")
print(f"Total electronic-only path: {total_path:.2f} nm")
print(f"Path to cutoff: {cut_path:.2f} nm")
print(f"Lost path: {lost_path:.3f} nm")
print(f"Lost path by quadrature: {low_part:.3f} nm")
print(f"Lost path share: {100*share:.3f} percent")
print(f"Remaining energy share: {100*Ec/E0:.3f} percent")
print(f"Ion mass: {M_ion:.3f} u; target mass: {M_target:.3f} u")
print(f"Initial speed: {v0:.4f} nm/fs")
print(f"Initial speed / Bohr speed: {v0/bohr_speed:.3f}")
print(f"Speed at cutoff: {vc:.5f} nm/fs")
print(f"Speed decay time tau: {tau:.1f} fs")
print(f"Time to cutoff: {cut_time:.0f} fs")
print(f"Rough target density: {N:.0f} atoms/nm^3")
print(f"Flight length: {flight:.4f} nm")
print(f"Flights to cutoff, frozen stopping: {flights:d}")
print(f"Path of these flights: {flights*flight:.2f} nm")
print(f"Predicted frozen-stopping shortening: {frozen_bias:.3f} nm")
for p, value in power_shares.items():
    print(f"Lost share for exponent {p:.2f}: {100*value:.3f} percent")
print(f"Screening length: {screening:.5f} nm")
print(f"Largest b for one atom per flight: {b_one_atom:.4f} nm")
for name, (S_high, S_low, lost, total) in cases.items():
    print(f"[{name}] nuclear stopping at 100 keV: {S_high:.0f} eV/nm")
    print(f"[{name}] nuclear stopping at 10 eV: {S_low:.1f} eV/nm")
    print(f"[{name}] total path with both: {total:.0f} nm")
    print(f"[{name}] lost path with both: {lost:.2f} nm")
    print(f"[{name}] lost share with both: {100*lost/total:.2f} percent")
print(f"Electron-gas Fermi speed: {v_F*1e-6:.2f} nm/fs")
print(f"Largest electron gain at cutoff: {gain:.3f} eV")
print(f"Rough silicon gap: {gap:.1f} eV")
print("checks complete")
```

It prints:

```
Initial energy: 100 keV
Cutoff energy: 10 eV
Rough electronic stopping at 100 keV: 300 eV/nm
Electronic stopping at cutoff: 3.00 eV/nm
Coefficient k: 0.9487 eV^0.5/nm
Total electronic-only path: 666.67 nm
Path to cutoff: 660.00 nm
Lost path: 6.667 nm
Lost path by quadrature: 6.667 nm
Lost path share: 1.000 percent
Remaining energy share: 0.010 percent
Ion mass: 31.972 u; target mass: 28.085 u
Initial speed: 0.7769 nm/fs
Initial speed / Bohr speed: 0.355
Speed at cutoff: 0.00777 nm/fs
Speed decay time tau: 858.1 fs
Time to cutoff: 3952 fs
Rough target density: 50 atoms/nm^3
Flight length: 0.2714 nm
Flights to cutoff, frozen stopping: 2430
Path of these flights: 659.60 nm
Predicted frozen-stopping shortening: 0.625 nm
Lost share for exponent 0.45: 0.631 percent
Lost share for exponent 0.55: 1.585 percent
Screening length: 0.01257 nm
Largest b for one atom per flight: 0.1531 nm
[all b] nuclear stopping at 100 keV: 362 eV/nm
[all b] nuclear stopping at 10 eV: 28.3 eV/nm
[all b] total path with both: 167 nm
[all b] lost path with both: 0.90 nm
[all b] lost share with both: 0.54 percent
[one atom] nuclear stopping at 100 keV: 362 eV/nm
[one atom] nuclear stopping at 10 eV: 21.1 eV/nm
[one atom] total path with both: 168 nm
[one atom] lost path with both: 1.68 nm
[one atom] lost share with both: 1.00 percent
Electron-gas Fermi speed: 2.09 nm/fs
Largest electron gain at cutoff: 0.186 eV
Rough silicon gap: 1.1 eV
checks complete
```
